\section*{Guyer–Krumhansl Heat Equation from the Phonon Boltzmann Equation}

\section{The physical question}

Heat a very pure, cold dielectric crystal in stripes and switch the heating off. If phonon collisions were frequent and every one destroyed heat flux, the stripes would fade by diffusion. In normal collisions, however, the total quasimomentum of the phonons survives, and with linear dispersion and a single sound speed so does the heat flux. When such collisions are frequent, and resistive ones (umklapp, impurities) are rare, the phonons drift together as a gas. The stripes may then oscillate, and neighbouring layers of the drifting gas exert viscous forces on each other. The heat flux at a point then depends on the temperature gradient in a neighbourhood.

The equation that describes this is derived here from the Boltzmann equation, with every coefficient. One of them, that of $\nabla(\nabla\cdot\mathbf q)$, depends on how temperature is defined: for the kinetic model and the temperature used below it is $1/3$, while dropping a time derivative that is not small gives $2$.

\section{Model and theorem}

The crystal is isotropic and unbounded, with $\omega=vk$ and one speed $v$. Let $x=\hbar\omega/k_BT_0$ and let $\mathbf n$ be the phonon direction. For small departures from equilibrium at $T_0$, write the energy deviation of a mode as its heat capacity times $\theta(\mathbf r,t,x,\mathbf n)$, so that $\theta$ is the temperature deviation of that mode. Brackets denote the average
\begin{equation}
\langle g\rangle=\int dx\,w(x)\int\frac{d\Omega}{4\pi}\,g(x,\mathbf n),\qquad
w(x)\propto\frac{x^4e^x}{(e^x-1)^2},\qquad \langle1\rangle=1 .
\end{equation}
The weight is the density of modes, $\propto x^2$, times the heat capacity of a mode, $\propto x^2e^x/(e^x-1)^2$. With $C$ the heat capacity per volume, the temperature deviation and the heat flux are
\begin{equation}
\delta T=\langle\theta\rangle,\qquad \mathbf q=Cv\langle\mathbf n\,\theta\rangle .
\label{def}
\end{equation}
Temperature is thus defined by the local energy density. The Boltzmann equation with two relaxation processes is
\begin{equation}
\partial_t\theta+v\,\mathbf n\cdot\nabla\theta=-\frac{\theta-\theta_N}{\tau_N(x)}-\frac{\theta-\theta_R}{\tau_R(x)}+\frac SC .
\label{BTE}
\end{equation}
The source $S$, a power per volume, warms all modes equally. Resistive collisions drive $\theta$ to an isotropic $\theta_R$ independent of $x$. Normal collisions drive it to a Planck law with drift velocity $\mathbf u$. Since $\hbar\mathbf k\cdot\mathbf u=\hbar\omega\,\mathbf n\cdot\mathbf u/v$, the exponent of that law is
\begin{equation}
\frac{\hbar\omega-\hbar\mathbf k\cdot\mathbf u}{k_BT}=\frac{\hbar\omega}{k_BT}\left(1-\frac{\mathbf n\cdot\mathbf u}{v}\right).
\end{equation}
To first order, drift therefore acts as a temperature shift $T_0\,\mathbf n\cdot\mathbf u/v$, the same at every frequency, and
\begin{equation}
\theta_N=a+\mathbf n\cdot\mathbf b,\qquad a,\mathbf b\ \text{independent of }x .
\end{equation}
A mode's quasimomentum is its energy times $\mathbf n/v$. The conservation laws of the two processes are therefore
\begin{equation}
\left\langle\frac{\theta-\theta_N}{\tau_N}\right\rangle=0,\quad
\left\langle\mathbf n\frac{\theta-\theta_N}{\tau_N}\right\rangle=0,\quad
\left\langle\frac{\theta-\theta_R}{\tau_R}\right\rangle=0 .
\label{cons}
\end{equation}
They fix $a$, $\mathbf b$ and $\theta_R$.

\paragraph{Assumptions on scale.} Measure times in units of a typical $\tau_N$, and let $\delta\ll1$. The time $\tau_N(x)$ is bounded, $1/\tau_R=O(\delta^2)$, and on the fields considered $v\nabla$ and $\partial_t$ are $O(\delta)$. The last condition excludes the initial transient, which lasts a few $\tau_N$. This scaling puts friction and viscosity on an equal footing: their rates, $1/\tau_R$ and $v^2k^2\tau_N$, are both $O(\delta^2)$.

\paragraph{Theorem (formal asymptotics).} Define
\begin{equation}
\frac1{\tau_R^*}=\left\langle\frac1{\tau_R}\right\rangle,\quad
\kappa=\frac{Cv^2\tau_R^*}3,\quad
\nu=\frac{v^2\langle\tau_N\rangle}5,\quad
\ell^2=\nu\tau_R^* .
\end{equation}
Then $C\partial_t\delta T+\nabla\cdot\mathbf q=S$ holds exactly within the model, and
\begin{equation}
\tau_R^*\,\partial_t\mathbf q+\mathbf q=-\kappa\nabla\delta T+\ell^2\left[\nabla^2\mathbf q+\tfrac13\nabla(\nabla\cdot\mathbf q)\right]
\label{GK}
\end{equation}
holds up to terms smaller by $\delta^2$ than the largest terms kept.

\section{Proof}

\paragraph{Lemma 1 (balances).} Let $\Pi_{ij}=Cv^2\langle(n_in_j-\tfrac13\delta_{ij})\theta\rangle$. Then
\begin{align}
C\partial_t\delta T+\nabla\cdot\mathbf q&=S,\label{E}\\
\partial_t q_i+\tfrac13Cv^2\partial_i\delta T+\partial_j\Pi_{ij}&=-Cv\left\langle\frac{n_i\theta}{\tau_R}\right\rangle .\label{Q}
\end{align}

\emph{Proof.} Average (\ref{BTE}) and multiply by $C$. By (\ref{cons}) both collision terms vanish, which gives (\ref{E}). Next multiply (\ref{BTE}) by $Cvn_i$ and average. The normal term vanishes by (\ref{cons}); $\theta_R$ and $S$ drop out because $\langle n_i\,g(x)\rangle=0$. Streaming gives $Cv^2\partial_j\langle n_in_j\theta\rangle$, and splitting $n_in_j=\tfrac13\delta_{ij}+(n_in_j-\tfrac13\delta_{ij})$ gives (\ref{Q}). $\square$

\paragraph{Lemma 2 (form of the distribution).} With $\mathbf W=3\mathbf q/(Cv)$,
\begin{equation}
\theta=\delta T+\mathbf n\cdot\mathbf W+\varphi,\qquad
\varphi=-v\,\tau_N(x)\left(n_in_j-\tfrac13\delta_{ij}\right)\partial_iW_j+O(\delta^2).
\label{phi}
\end{equation}

\emph{Proof.} The first equation defines $\varphi$. Since $\langle n_in_j\rangle=\tfrac13\delta_{ij}$, definitions (\ref{def}) imply $\langle\varphi\rangle=0$ and $\langle\mathbf n\varphi\rangle=0$. The rule that makes $\theta_N$ from $\theta$ is linear and leaves $\delta T+\mathbf n\cdot\mathbf W$ unchanged, so $\theta-\theta_N=\varphi-\varphi_N$ with $\varphi_N=a'+\mathbf n\cdot\mathbf b'$. Equation (\ref{BTE}) becomes
\begin{align}
\frac{\varphi-\varphi_N}{\tau_N}={}&-\left(\partial_t\delta T-\frac SC\right)-\mathbf n\cdot(\partial_t\mathbf W+v\nabla\delta T)-v\,n_in_j\partial_iW_j\nonumber\\
&-(\partial_t+v\,\mathbf n\cdot\nabla)\varphi-\frac{\theta-\theta_R}{\tau_R}.
\label{sub}
\end{align}
By (\ref{E}), $\partial_t\delta T-S/C=-\nabla\cdot\mathbf q/C=-\tfrac13v\nabla\cdot\mathbf W$. Multiplying (\ref{Q}) by $3/(Cv)$ shows that $\partial_t\mathbf W+v\nabla\delta T$ equals minus $3/(Cv)$ times the stress divergence and the friction. For $\varphi=O(\delta)$, both are $O(\delta^2)$, and so is the second line of (\ref{sub}). What remains is
\begin{equation}
\frac{\varphi-\varphi_N}{\tau_N}=-v\left(n_in_j-\tfrac13\delta_{ij}\right)\partial_iW_j+O(\delta^2).
\end{equation}
Multiply by the bounded $\tau_N$. The averages of the right side with $1$ and with $\mathbf n$ vanish at order $\delta$, as do those of $\varphi$. Hence $a'$ and $\mathbf b'$ are $O(\delta^2)$, which gives (\ref{phi}) and confirms $\varphi=O(\delta)$. $\square$

Fast normal scattering thus forces all frequencies to share one temperature and one drift. Shear and anisotropic compression of the drift distort the angular distribution, more strongly at frequencies where $\tau_N$ is long.

\paragraph{Lemma 3 (stress).} To leading order,
\begin{equation}
\Pi_{ij}=-\nu\left(\partial_iq_j+\partial_jq_i-\tfrac23\delta_{ij}\nabla\cdot\mathbf q\right).
\label{Pi}
\end{equation}

\emph{Proof.} The angular average $\langle n_in_jn_kn_l\rangle$ is isotropic and symmetric, hence $A(\delta_{ij}\delta_{kl}+\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk})$. Setting $i=j$, $k=l$ and summing gives $1=A(9+3+3)$, so $A=1/15$. Therefore
\begin{equation}
\left\langle\left(n_in_j-\tfrac13\delta_{ij}\right)\left(n_kn_l-\tfrac13\delta_{kl}\right)\right\rangle
=\tfrac1{15}(\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk})-\tfrac2{45}\delta_{ij}\delta_{kl},
\end{equation}
because $1/15-1/9=-2/45$. The parts $\delta T$ and $\mathbf n\cdot\mathbf W$ of $\theta$ do not contribute to $\Pi_{ij}$. Inserting $\varphi$,
\begin{equation}
\Pi_{ij}=-\frac{Cv^3\langle\tau_N\rangle}{15}\left(\partial_iW_j+\partial_jW_i-\tfrac23\delta_{ij}\nabla\cdot\mathbf W\right),
\end{equation}
and $\mathbf W=3\mathbf q/(Cv)$ turns the prefactor into $v^2\langle\tau_N\rangle/5=\nu$. $\square$

\paragraph{End of the proof.} The divergence of (\ref{Pi}) is
\begin{equation}
\partial_j\Pi_{ij}=-\nu\left[\partial_i\nabla\cdot\mathbf q+\nabla^2q_i-\tfrac23\partial_i\nabla\cdot\mathbf q\right]
=-\nu\left[\nabla^2q_i+\tfrac13\partial_i\nabla\cdot\mathbf q\right].
\end{equation}
The friction in (\ref{Q}) is $Cv\langle n_in_j/\tau_R\rangle W_j=\tfrac13CvW_i\langle1/\tau_R\rangle=q_i/\tau_R^*$. Its correction is $O(\delta^4)$, since the $O(\delta)$ part of $\varphi$ has no vector component. Thus
\begin{equation}
\partial_t\mathbf q+\tfrac13Cv^2\nabla\delta T=-\frac{\mathbf q}{\tau_R^*}+\nu\left[\nabla^2\mathbf q+\tfrac13\nabla(\nabla\cdot\mathbf q)\right]+O(\delta^3),
\label{rate}
\end{equation}
and multiplication by $\tau_R^*$ gives (\ref{GK}). In a wave the left-hand terms are $O(\delta)$, so the remainder is relatively $O(\delta^2)$. In a steady state, or in a slow decay with $\partial_t=O(\delta^2)$, the terms kept are $O(\delta^2)$. There the $O(\delta^2)$ part of $\varphi$ is odd in $\mathbf n$ apart from an isotropic piece, so it adds nothing to $\Pi_{ij}$. The remainder is then $O(\delta^4)$, again relatively $O(\delta^2)$. $\square$

\paragraph{Remark (which average).} Friction contains the mean resistive rate, not the mean resistive time. A strongly scattered group of phonons brakes the whole gas, because normal collisions keep handing it momentum. If normal scattering is not fast, the common drift is lost and this average loses its justification.

\section{Where a coefficient 2 comes from}

Take $\tau_N$ independent of frequency and consider the full second moment $M_{ij}=Cv^2\langle n_in_j\theta\rangle=\tfrac13Cv^2\delta T\,\delta_{ij}+\Pi_{ij}$. Multiplying (\ref{BTE}) by $Cv^2n_in_j$, averaging, and neglecting resistive scattering and $\varphi$ in the streaming term gives
\begin{equation}
\partial_tM_{ij}+\frac{v^2}5(\partial_iq_j+\partial_jq_i+\delta_{ij}\nabla\cdot\mathbf q)=-\frac{\Pi_{ij}}{\tau_N}+\frac{v^2}3S\,\delta_{ij}.
\end{equation}
If $\partial_tM_{ij}$ is dropped as slow, with $S=0$, the stress has $+\delta_{ij}\nabla\cdot\mathbf q$ in place of $-\tfrac23\delta_{ij}\nabla\cdot\mathbf q$, and its divergence is $-\nu[\nabla^2\mathbf q+2\nabla(\nabla\cdot\mathbf q)]$. But by (\ref{E}) the isotropic part of $\partial_tM_{ij}$ is $\tfrac13v^2(S-\nabla\cdot\mathbf q)\delta_{ij}$, as large as the terms kept. Retaining it changes $1/5$ into $1/5-1/3=-2/15$, for any $S$, and restores (\ref{Pi}).

The two forms can be reconciled by changing the temperature. Moving the difference $\tfrac53\nu\nabla(\nabla\cdot\mathbf q)$ into the gradient term of (\ref{rate}) shows that the form with $2$ is satisfied by
\begin{equation}
\delta T'=\delta T+\frac{5\nu}{Cv^2}\nabla\cdot\mathbf q=\delta T+\frac{\langle\tau_N\rangle}C\nabla\cdot\mathbf q .
\end{equation}
Where $\nabla\cdot\mathbf q\ne0$, this $\delta T'$ is not the temperature of the local energy density, and where $\nabla\cdot\mathbf q$ changes in time it does not obey $C\partial_t\delta T'+\nabla\cdot\mathbf q=S$. The coefficient $2$ therefore does not belong with the $\delta T$ of (\ref{def}), except where $\nabla(\nabla\cdot\mathbf q)=0$.

\section{Consequences}

\paragraph{Heat equation and second sound.} Take the divergence of (\ref{GK}) with $S=0$ and replace $\nabla\cdot\mathbf q$ by $-C\partial_t\delta T$:
\begin{equation}
\tau_R^*\partial_t^2\delta T+\partial_t\delta T=\frac\kappa C\nabla^2\delta T+\tfrac43\ell^2\nabla^2\partial_t\delta T .
\end{equation}
The factor $4/3$ is $1+1/3$. For $\delta T\propto e^{ikz+st}$, division by $\tau_R^*$ gives
\begin{equation}
s^2+\Gamma s+\tfrac13v^2k^2=0,\qquad \Gamma=\frac1{\tau_R^*}+\tfrac43\nu k^2,
\end{equation}
\begin{equation}
s=-\frac\Gamma2\pm i\sqrt{\frac{v^2k^2}3-\frac{\Gamma^2}4}.
\label{root}
\end{equation}
The stripes oscillate if $\Gamma<2kv/\sqrt3$. At small $k$ friction violates this condition, and diffusion returns. At large $k$ viscosity would violate it near $kv\langle\tau_N\rangle=5\sqrt3/2\approx4.3$, but there the expansion has already failed, so the theorem supplies no short-wavelength limit. A transverse flux, with $\mathbf q\perp\mathbf k$, involves no temperature and decays at the rate $1/\tau_R^*+\nu k^2$.

\paragraph{Steady nonlocal conduction.} Let $S=S_0\cos kz$ and $\delta T=T_1\cos kz$. Energy balance gives $q=(S_0/k)\sin kz$, and (\ref{GK}) gives $(1+\tfrac43k^2\ell^2)S_0/k=\kappa kT_1$. Defining $\kappa_{\rm eff}$ by $S_0=k^2\kappa_{\rm eff}T_1$,
\begin{equation}
\kappa_{\rm eff}=\frac{\kappa}{1+\tfrac43k^2\ell^2}.
\label{keff}
\end{equation}
In position space, with $L=2\ell/\sqrt3$, the equation $(1-L^2\partial_z^2)q=-\kappa\,\partial_z\delta T$ has the bounded solution
\begin{equation}
q(z)=-\kappa\int_{-\infty}^{\infty}\frac{e^{-|z-z'|/L}}{2L}\,\partial_{z'}\delta T(z')\,dz' .
\end{equation}
The flux averages the gradient over a distance $L$. For slowly varying gradients this is Fourier's law.

\paragraph{A channel.} Equation (\ref{GK}) needs a boundary condition that the bulk expansion does not supply. Assume $q=0$ at the walls $y=\pm D/2$ of a slab with a uniform gradient along it. Then $\ell^2q''-q=-q_0$, where $q_0$ is the bulk flux, and
\begin{equation}
q=q_0\left[1-\frac{\cosh(y/\ell)}{\cosh(D/2\ell)}\right],\qquad
\frac{\bar q}{q_0}=1-\frac{2\ell}D\tanh\frac D{2\ell}.
\label{slab}
\end{equation}
For $D\ll\ell$, $\tanh a\approx a-a^3/3$ gives $\bar q/q_0\approx D^2/(12\ell^2)$. Since $\kappa/\ell^2=5C/(3\langle\tau_N\rangle)$, the apparent conductivity is $5CD^2/(36\langle\tau_N\rangle)$. It grows when normal collisions become more frequent, because these lower the viscosity $\nu$. This limit also requires $D\gg v\langle\tau_N\rangle$, and hence $\ell\gg v\langle\tau_N\rangle$. The example below, with $\ell\approx2v\langle\tau_N\rangle$, does not reach it.

\section{A thermal grating in sodium fluoride}

Very pure NaF near $15$~K is a known host of second sound. Rough parameters for it are $v=4$~mm/µs, $1/\tau_N=4(1+x)$~µs$^{-1}$ and $1/\tau_R=0.035x^2$~µs$^{-1}$. The averages are $\langle\tau_N\rangle=0.0508$~µs and $\tau_R^*=1.013$~µs. A grating of period $5$~mm has $k=1.257$~mm$^{-1}$. The two small parameters are $\langle\tau_N\rangle/\tau_R^*=0.050$, or $\delta\approx0.22$, and $kv\langle\tau_N\rangle=0.26$, as the scaling demands.

For three branches of speed $v$ the heat capacity is $C=\tfrac25\pi^2k_B(k_BT_0/\hbar v)^3=6450$~J/(m$^3$\,K). Then
\begin{align}
\kappa&=\tfrac13(6450)(4000)^2(1.013\times10^{-6})\approx3.5\times10^4\ \text{W/(m K)},\\
\nu&=\tfrac15(4)^2(0.0508)=0.163\ \text{mm}^2/\text{µs},\\
\ell&=\sqrt{0.163\times1.013}=0.41\ \text{mm}.
\end{align}
In other units $\kappa$ is about $350$~W/(cm\,K). For the wave, $\Gamma=0.987+\tfrac43(0.163)(1.257)^2=1.33$~µs$^{-1}$. By (\ref{root}) the amplitude decays at $0.665$~µs$^{-1}$ and the angular frequency is $2.82$~rad/µs, or $450$~kHz. By (\ref{root}) oscillation ends at periods above about $29$~mm; the Boltzmann equation puts the threshold near $30$~mm. For steady heating, $(k\ell)^2=0.260$ and (\ref{keff}) gives $\kappa_{\rm eff}/\kappa=1/1.347=0.742$.

These values were compared with a direct solution of (\ref{BTE}) on 12 directions and 24 frequencies, which makes no use of the closure (\ref{Pi}):

\begin{center}
\begin{tabular}{lccc}
 & Eq.~(\ref{GK}) & Boltzmann & with 2\\
\hline
angular frequency (rad/µs) & 2.825 & 2.856 & --\\
amplitude damping (µs$^{-1}$) & 0.665 & 0.652 & 0.879\\
$\kappa_{\rm eff}/\kappa$ & 0.742 & 0.765 & 0.562
\end{tabular}
\end{center}

Relative to the Boltzmann solution, (\ref{GK}) errs by $1.1\%$, $1.9\%$ and $2.9\%$. Used with the temperature of the local energy density, the coefficient $2$ overstates the damping by $35\%$ and understates the conductivity by $27\%$. When $k$ is reduced by $8$ instead of $4$, and $1/\tau_R$ by $64$ instead of $16$, the three errors of (\ref{GK}) fall by factors $4.01$, $3.98$ and $3.98$, close to the factor $4$ of a relative error of second order in $\delta$. For the damping, itself $O(\delta^2)$, this needs more than the remainder $O(\delta^3)$ in (\ref{rate}). Reversing the sign of $k$ turns $s$ into its complex conjugate, so the odd orders of $s$ in $\delta$ are imaginary and shift only the frequency; the error of the damping starts at $\delta^4$. With resistive scattering practically removed and $k=0.0125$~mm$^{-1}$, the Boltzmann decay rates give viscous coefficients $1.00000\,\nu$ for transverse and $1.33333\,\nu$ for longitudinal flux. Their ratio less one is the coefficient $1/3$.

\paragraph{The real crystal.} The purest NaF crystals reach conductivities of roughly $2\times10^4$~W/(m\,K) near this temperature, below the $3.5\times10^4$~W/(m\,K) found above. The gap does not by itself measure the resistive rate: the $14\%$ reduction from unequal speeds given below, together with vanishing flux at the walls of a rod of $5$~mm square section, already brings $\kappa$ down to about $2.1\times10^4$~W/(m\,K). Several idealizations can be sized.

\begin{itemize}
\item \emph{Finite normal rate.} For a uniform gradient the Boltzmann conductivity is $3.2\%$ above $\kappa$.
\item \emph{Low-frequency phonons.} The constant part of $1/\tau_N$ keeps $\tau_N$ bounded, whereas real normal rates vanish as $\omega\to0$. With $1/\tau_N\propto x$ and $\langle\tau_N\rangle$ held fixed, the Boltzmann $\kappa_{\rm eff}/\kappa$ moves from $0.765$ to $0.767$. A rate that vanishes faster, such as $\propto x^2$, gives low-frequency phonons still longer free paths; with $x^2$ and the same $\langle\tau_N\rangle$ the ratio rises to $0.81$, against $0.742$ from (\ref{keff}). The effect on the wave was not computed.
\item \emph{Unequal sound speeds.} Let branches have speeds $c$, with the heat-capacity average now including them. A common drift means $\theta=\delta T+\mathbf n\cdot\mathbf B/c$. The flux is then $\mathbf q=C\mathbf B/3$, the quasimomentum density is $\langle c^{-2}\rangle\mathbf q$, and its balance without losses is $\langle c^{-2}\rangle\partial_t\mathbf q+\tfrac13C\nabla\delta T=0$. With energy balance, the wave speed is $(3\langle c^{-2}\rangle)^{-1/2}$. For rough speeds of $6.0$ (longitudinal) and $3.6$~mm/µs (two transverse branches) it is $2.15$~mm/µs, against $v/\sqrt3=2.31$~mm/µs, a reduction of $7\%$. Steady conduction changes too: if $\tau_R$ depends on $x$ alone, the same balance with friction gives $\kappa=C\tau_R^*/(3\langle c^{-2}\rangle)$, which at equal $C$ is $14\%$ below $\tfrac13Cv^2\tau_R^*$.
\item \emph{Walls.} In a slab $10$~mm wide, (\ref{slab}) gives a flux loss of $8\%$ for steady flow along it. This rests on the assumed vanishing flux at the walls; the Boltzmann equation with diffusely scattering walls allows slip and gives a loss of about $6\%$.
\item \emph{Amplitude.} A temperature rise of $0.1$~K changes $C$ by $2\%$, which the linear theory ignores.
\end{itemize}

For the wave speed and for steady conduction, unequal speeds thus matter more than the truncation of the expansion at the rates chosen here. These rates are illustrative, and the ranking depends on them. A resistive rate $\propto x^4$ with the same mean puts the uniform Boltzmann conductivity $12\%$ above $\kappa$ and raises the errors of (\ref{GK}) in damping and in $\kappa_{\rm eff}$ to $8\%$. Normal times four times longer raise the three errors to $11\%$, $13\%$ and $18\%$. At the chosen rates unequal speeds outweigh the truncation. So do walls for steady flow along the slab, if the flux vanishes at them. The speeds used are rough. Low-temperature elastic constants of about $c_{11}=108$, $c_{12}=23$ and $c_{44}=29$~GPa, with a density of $2850$~kg/m$^3$ and averaged over directions, give a wave speed near $2.0$~mm/µs, $12\%$ below $v/\sqrt3$, and $C\approx7500$~J/(m$^3$\,K), $16\%$ above the value used. The values of the main example are in the numerical output below.

\section*{Computed results}
\begin{verbatim}
temperature: 15.0 K
phonon speed: 4.00 mm/us
grating period: 5.00 mm
wavevector k: 1.2566 1/mm
normal rate scale: 4.00 1/us
resistive rate scale: 0.035 1/us
mean normal time <tau_N>: 0.05084 us
mean resistive rate: 0.9870 1/us
resistive time tau_R*: 1.0132 us
ratio <tau_N>/tau_R*: 0.0502
k v <tau_N>: 0.2555
heat capacity C: 6450.0 J/(m^3 K)
conductivity kappa: 34854 W/(m K)
phonon viscosity nu: 0.1627 mm^2/us
nonlocal length ell: 0.4060 mm
(k ell)^2: 0.2603
measured transverse viscosity / nu: 1.00000
measured longitudinal viscosity / nu: 1.33333
measured grad-div coefficient: 0.33333
second-sound speed v/sqrt(3): 2.3094 mm/us
angular frequency, derived: 2.8249 rad/us
angular frequency, kinetic: 2.8563 rad/us
frequency, derived: 449.6 kHz
amplitude damping, derived: 0.6647 1/us
amplitude damping, kinetic: 0.6522 1/us
amplitude damping, form with 2: 0.8788 1/us
transverse decay, derived: 1.2439 1/us
transverse decay, kinetic: 1.2254 1/us
kappa_eff/kappa, derived: 0.7424
kappa_eff/kappa, kinetic: 0.7649
kappa_eff/kappa, form with 2: 0.5615
kappa_eff, derived: 25874 W/(m K)
longest oscillating period: 29.11 mm
frequency error at delta scale 1, 1/4, 1/8: 1.098, 0.0653, 0.0163 %; last ratio 4.01
damping error at delta scale 1, 1/4, 1/8: 1.917, 0.1304, 0.0328 %; last ratio 3.98
kappa_eff error at delta scale 1, 1/4, 1/8: 2.948, 0.1997, 0.0502 %; last ratio 3.98
kinetic uniform conductivity / kappa: 1.0323
kinetic kappa_eff/kappa, normal rate ~ x: 0.7665
branch speeds L, T: 6.0, 3.6 mm/us
second-sound speed with two speeds: 2.1465 mm/us
crystal width: 10.0 mm
flux loss at no-slip walls: 8.12 %
heat-capacity change for 0.1 K: 2.01 %
\end{verbatim}
